# Event-driven resistive discharge of an antiferroelectric capacitor with many hysterons

## What the naive simulation loses

A 10 nm antiferroelectric film is charged to 3.5 V and then discharged through 10 kΩ until 0.2 V remains. A naive simulation lets the voltage decay as in an ordinary RC circuit and watches the return thresholds. When the voltage falls below one, the corresponding domain is marked nonpolar and the decay continues. For the film treated below, this puts 1.892 nJ into the load. The correct result of the same model is 3.690 nJ.

The missing half is lost at the thresholds. A polar domain holds charge on the electrodes. If its state is changed while the voltage is left alone, that charge disappears without having passed through the resistor. A smaller time step locates the threshold better but does not restore the charge.

The scheme must therefore say where the charge goes at each return. Once that is settled, no time step is needed.

## The model and its charge balance

Let \(V\ge 0\) be the capacitor voltage, \(Q\) the charge on its positive electrode and \(C\) the linear capacitance. The film also contains \(N\) hysterons. Hysteron \(i\) contributes charge \(q_i>0\) when fully polar and none when nonpolar, so

\[
Q=CV+\sum_i q_i s_i,\qquad 0\le s_i\le 1 .
\]

Its loop is rectangular. It becomes polar when the rising voltage reaches \(a_i\), and returns when the falling voltage reaches \(b_i<a_i\). Between these voltages it keeps its state. The thresholds are static: they depend neither on rate nor on the state of other hysterons. The negative-voltage half of the double loop is not visited.

The film is first charged slowly from the empty state to \(V_0\). The hysterons with \(a_i\le V_0\) are then polar; call this set \(U\). At \(t=0\) the load \(R\) is connected. Positive current leaves the positive electrode, so

\[
I=\frac{V}{R}=-\frac{dQ}{dt}.
\]

Leakage and series resistance are left out for now. The discharge stops at \(V_f>0\).

While no hysteron changes, \(dQ=C\,dV\), and therefore

\[
C\frac{dV}{dt}=-\frac{V}{R}\quad\Rightarrow\quad V(t)=V_s e^{-t/RC},
\]

where \(V_s\) is the voltage at the start of the ramp. Setting \(V(t)=b\) gives the time to the next threshold in closed form:

\[
\Delta t=RC\ln\frac{V_s}{b}.
\]

## The first repair: a voltage jump

Suppose a hysteron is indivisible and returns instantly at \(V=b\). No charge can pass through the resistor in zero time, so \(Q\) is the same before and after:

\[
Cb+q=CV_+\quad\Rightarrow\quad V_+=b+\frac{q}{C}.
\]

The voltage jumps up. Charge is now conserved, but another fault can appear. Take \(C=1\), \(a=2\), \(b=1\) and \(q=1.5\) in dimensionless units. The jump ends at 2.5, above the forward threshold, so the hysteron would at once become polar again. A time-stepped simulation started at \(V=3\) does show this crossing. When the same hysteron is split into ten equal units, each jump is 0.15 and no forward crossing occurs.

The zirconia film would fail in the same way if treated as one unit. Its switchable charge is 2 nC and its linear capacitance 309.9 pF, so the jump would be about 6.5 V, far above the charging voltage.

A hysteron that stands for many small regions with common thresholds should therefore be divided. With \(n\) equal units, each return raises the voltage by

\[
\delta=\frac{q}{nC}.
\]

The voltage then decays from \(b+\delta\) to \(b\), where the next unit returns. Each decay passes charge \(C\delta=q/n\) through the load. The capacitor energy released in it is

\[
\tfrac12C\left[(b+\delta)^2-b^2\right]=Cb\delta+\tfrac12C\delta^2 .
\]

Multiplying by \(n\) and inserting \(\delta\) gives the energy supplied during the whole return:

\[
W_n=qb+\frac{q^2}{2nC}.
\]

The corresponding time is

\[
t_n=nRC\ln\left(1+\frac{\delta}{b}\right)
=\frac{qR}{b}-\frac{Rq^2}{2nCb^2}+\dots,
\]

where \(\ln(1+x)=x-x^2/2+\dots\) has been used. As \(n\) grows, the sawtooth shrinks to a flat line at \(V=b\), with energy \(qb\) and duration \(qR/b\). The condition is that each peak \(b_i+\delta_i\) stays below the forward threshold of every hysteron or unit that is nonpolar at that moment. For finitely many hysterons this holds once \(n\) is large enough, because all the gaps are positive.

## The plateau as a circuit state

The limit can be used directly. At \(V=b_i\) the hysteron may have any polar fraction \(s_i\) between 0 and 1. While \(0<s_i<1\), the voltage cannot fall below \(b_i\), because a static threshold permits no polar fraction there. Nor can it rise: above \(b_i\) the fraction is frozen, and the circuit equation makes the voltage fall. Hence \(V\) stays at \(b_i\), \(dV/dt=0\), and charge balance becomes

\[
q_i\frac{ds_i}{dt}=-\frac{b_i}{R}.
\]

Integrating from \(s_i=1\) to \(s_i=0\) gives

\[
\Delta t_i=\frac{q_iR}{b_i}.
\]

The hysteron supplies the whole load current on the plateau, and the linear capacitor supplies none. If several hysterons share a threshold, their charges add and the order in which they return does not matter.

The voltage now falls on ramps and is constant on plateaus. A hysteron that has returned at \(b_j\) later sees \(V\le b_j<a_j\), so it cannot switch forward again. One that was never polar has \(a_j>V_0\ge V\) and stays nonpolar. Each hysteron of \(U\) with \(b_i>V_f\) therefore returns once, in order of falling \(b_i\). Call this set \(K\). The others in \(U\) keep their charge when the discharge stops.

The algorithm follows:

1. Select the initially polar hysterons and sort them by falling \(b_i\). Set \(V=V_0\) and \(t=0\).
2. If the next threshold exceeds \(V_f\), add the ramp time \(RC\ln(V/b_i)\) and set \(V=b_i\).
3. Add the plateau time \(q_iR/b_i\), record the released charge \(q_i\), and go to the next threshold.
4. When no threshold above \(V_f\) remains, add the last ramp, \(RC\ln(V/V_f)\).

Apart from the sort, the work grows in proportion to \(N\). Event times carry rounding error but no time-step error.

## Total time and load energy

The ramp times telescope. With the thresholds of \(K\) ordered as \(b_1\ge b_2\ge\dots\ge b_m\),

\[
\ln\frac{V_0}{b_1}+\ln\frac{b_1}{b_2}+\dots+\ln\frac{b_m}{V_f}
=\ln\frac{V_0}{V_f}.
\]

Adding the plateaus gives the discharge time

\[
t_f=RC\ln\frac{V_0}{V_f}+R\sum_{i\in K}\frac{q_i}{b_i}.
\]

The load energy is first summed in time. A ramp that starts at \(V_s\) and lasts \(\Delta t\) contributes

\[
\int_0^{\Delta t}\frac{V_s^2}{R}e^{-2t/RC}dt
=\tfrac12CV_s^2\left(1-e^{-2\Delta t/RC}\right).
\]

If it ends at \(V_e=V_se^{-\Delta t/RC}\), this equals \(\tfrac12C(V_s^2-V_e^2)\). A plateau contributes \((b_i^2/R)(q_iR/b_i)=q_ib_i\). The squares telescope as the logarithms did, so

\[
W_{\rm load}=\tfrac12C(V_0^2-V_f^2)+\sum_{i\in K}q_ib_i .
\]

The resistance sets the pace but drops out of the energy. A small threshold has opposite effects on the two results: its energy \(q_ib_i\) tends to zero as \(b_i\to0^+\), while its time \(q_iR/b_i\) diverges. The last ramp also takes unlimited time as \(V_f\to0\), for a vanishing gain in energy. A hysteron with \(b_i\le0\) never returns into a resistor; it is remanent, as in a ferroelectric.

## The discharge integral as a check

Since \(V/R=-dQ/dt\), the load energy can be written without time:

\[
W_{\rm load}=\int_0^{t_f}\frac{V^2}{R}dt
=\int_0^{t_f}V\left(-\frac{dQ}{dt}\right)dt
=\int_{Q_f}^{Q_0}V\,dQ .
\]

Here \(Q_0\) and \(Q_f\) are the initial and final charges. The last integral needs the descending branch of the loop,

\[
Q_d(V)=CV+\sum_{i\in U}q_i\,\theta(V-b_i),
\]

where \(\theta\) is 1 for positive argument and 0 for negative argument. Integration by parts avoids the vertical sides:

\[
\int_{Q_f}^{Q_0}V\,dQ=V_0Q_0-V_fQ_f-\int_{V_f}^{V_0}Q_d(V)\,dV .
\]

A returned hysteron contributes \(V_0q_i-q_i(V_0-b_i)=q_ib_i\). A retained one contributes \(V_0q_i-V_fq_i-q_i(V_0-V_f)=0\). The linear part leaves \(\tfrac12C(V_0^2-V_f^2)\), in agreement with the sum over time.

Numerically, the time integral uses the simulated waveform and the charge integral uses the material branch. They disagree if plateau charge is lost. They do not reveal a wrong threshold supplied to both sides, or a wrong \(R\) used consistently, since \(R\) cancels. The check concerns the bookkeeping, not the truth of the material law.

The plateau rule itself needs a different test. Six hysterons were simulated as divided relays with small time steps and no plateau rule. In dimensionless units, \(C=0.8\), \(R=1.5\), \(V_0=4\), \(V_f=0.3\), and the triples \((a_i,b_i,q_i)\) were

- (2.0, 0.9, 0.5), (2.6, 1.7, 0.3), (3.1, 1.3, 0.7);
- (3.6, 2.2, 0.4), (4.5, 2.4, 0.6), (1.5, 0.2, 0.25).

The fifth is never polar and the sixth does not return. The plateau formula gives \(6.364+2.750=9.114\) for the energy. The predicted excess from finite units is \(\sum_Kq_i^2/(2nC)=0.99/(1.6n)\), or 0.031 for \(n=20\) and 0.0031 for \(n=200\). In both cases the relay energy agreed with plateau energy plus excess to within \(3\times10^{-4}\), and no forward switching occurred.

## A zirconia film

Zirconia is the antiferroelectric relative of ferroelectric hafnia. The example uses rough typical values: thickness 10 nm, area \(10^{-4}\) cm², relative permittivity 35 and switchable polarization 20 uC/cm2. At this thickness a field of 1 MV/cm corresponds to 1 V. The return fields follow a Gaussian with mean 0.9 MV/cm and standard deviation 0.3 MV/cm, represented by 200 hysterons of equal charge at its quantiles. Every loop is 1.4 MV/cm wide.

All 200 are polar at 3.5 V. Each carries 10 pC, and \(RC=3.099\) µs. The highest return voltage is 1.7421 V, so the first event occurs at

\[
t_1=3.099\ \mu{\rm s}\times\ln\frac{3.5}{1.7421}=2.162\ \mu{\rm s},
\]

and its plateau lasts

\[
\frac{(10\ {\rm pC})(10\ {\rm k}\Omega)}{1.7421\ {\rm V}}=0.0574\ \mu{\rm s}.
\]

The 100th return begins at 13.07 µs and 0.9019 V. Its plateau lasts 0.1109 µs: the same charge takes longer to leave because the current is smaller.

By 0.2 V, 198 hysterons have returned. The ramps take \(3.099\ln(3.5/0.2)=8.87\) µs and the plateaus 24.84 µs, which makes 33.71 µs. If the same 1.98 nC were released at 0.9 V, the plateaus would last 22.0 µs. The longer time comes from the spread: \(1/b\) is convex, so the low thresholds add more time than the high ones save.

The linear capacitor releases \(309.9\ {\rm pF}\times3.3\ {\rm V}=1.023\) nC. With the hysterons this makes 3.003 nC. The energy is

\[
W_{\rm load}=1.892\ {\rm nJ}+1.798\ {\rm nJ}=3.690\ {\rm nJ}.
\]

The event sum, the sampled waveform and the branch integral agree to the seven digits given in the numerical output. As a stricter test, the charge remaining after integrating the waveform's current was compared with the branch at 400,001 times. Within \(10^{-5}Q_0\), it lay on the branch or on the vertical side of a loop.

Dividing by the film volume gives 36.9 J/cm3. Electrodes and substrate are not included, so this is not the energy density of a packaged component.

## From many plateaus to a sloping shelf

The visible discharge need not show flat steps. Let \(\rho(b)\,db\) be the hysteron charge with return voltage between \(b\) and \(b+db\). As the voltage falls through a width \(|dV|\), the ramp and plateau times add to

\[
dt=\frac{RC\,|dV|}{V}+\frac{R\rho(V)\,|dV|}{V}
\quad\Rightarrow\quad
\frac{dV}{dt}=-\frac{V}{R[C+\rho(V)]}.
\]

The distribution acts as an added differential capacitance during discharge. At the centre of the Gaussian, \(\rho=2\ {\rm nC}/(0.3\ {\rm V}\sqrt{2\pi})\approx2.7\) nF, against 0.31 nF for \(C\). At the same voltage the decay is thus nearly ten times slower than without hysterons. The 200 plateaus merge into a sloping shelf. The continuous distribution gives 33.73 µs and 36.9 J/cm3, and 2000 hysterons give 33.71 µs and 36.9 J/cm3. The time is the more sensitive quantity, because one plateau near \(V_f\) lasts about 0.5 µs and is either counted or not: 150 or 250 hysterons give 34.06 or 33.92 µs. The discretization error in the time is thus up to about 1%, smaller than the material uncertainties discussed below.

## The cost of charging

In a repeated slow cycle between \(V_f\) and \(V_0\), the members of \(K\) become polar at \(a_i\), while the retained hysterons stay polar. The charging work and the film heat per cycle are therefore

\[
W_{\rm in}=\tfrac12C(V_0^2-V_f^2)+\sum_{i\in K}q_ia_i,
\qquad
W_{\rm in}-W_{\rm load}=\sum_{i\in K}q_i(a_i-b_i).
\]

The heat is \(1.98\ {\rm nC}\times1.4\ {\rm V}=2.77\) nJ, or 27.7 J/cm3. The charging work is 64.6 J/cm3 and the efficiency 57.1%.

This assumes a source whose voltage follows the film. A fixed 3.5 V source charging through a resistor supplies \(3.5\ {\rm V}\times3.003\ {\rm nC}=10.5\) nJ, and the efficiency falls to about 35%. The additional loss occurs in the charging resistor.

## What the model leaves out

Real films depart from static thresholds. Suppose, roughly, that both thresholds rise by 0.003 MV/cm per kelvin. Warming by 60 K then raises them by 0.18 V and the load energy by 9.8%, with the voltage limits and all else fixed. The 198 returning hysterons account for \(1.98\ {\rm nC}\times0.18\ {\rm V}=0.356\) nJ, or 9.7%. The remainder comes from the two formerly retained hysterons, which now return above 0.2 V. This is the largest change among the energy estimates made here, and it rests on an uncertain slope.

The permittivity is also uncertain, and it may differ between the polar and nonpolar phases. Lowering it from 35 to 30, with the hysterons and voltages fixed, reduces the energy by 7.3%.

Returns also take time. Let the polar fraction fall at the rate \((b_i-V)/\eta\) below threshold, with \(\eta\) chosen so that a full return takes 100 ns at 0.5 V undervoltage. The load energy then falls by 2.4%, and the discharge lasts 34.9 µs. Charge is released at a lower voltage, where it delivers less energy. For a dense distribution and a local fall rate \(v\), the undervoltage grows as \(vt\), and the return ends when \(vT^2/2=\eta\). The mean undervoltage, weighted by released charge, is

\[
\int_0^T vt\,\frac{vt}{\eta}\,dt=\frac{v^2T^3}{3\eta}
=\frac23\sqrt{2\eta v}.
\]

If \(v\) changes little, a fourfold faster response should halve the loss. The simulation gives 1.2%, as expected. Since \(v\) is inversely proportional to \(R\) in the plateau picture, the loss grows roughly as \(1/\sqrt R\) when the load resistance is lowered. With this law the loss is 4.6% at 2.5 kΩ and 16% at 156 Ω, where the growth is already slower than \(1/\sqrt R\). The plateau picture therefore worsens gradually, well before the discharge time becomes as short as the return time. Both the size of the loss and the square root belong to the linear rate law, which a real film need not follow. A rate proportional to \(e^{u/0.1\,{\rm V}}-1\) in the undervoltage \(u\), with the same 100 ns at 0.5 V, loses 8.5% at 10 kΩ and depends more weakly on \(R\).

The opposite idealization, 200 indivisible hysterons, gives jumps of 32 mV and, from \(\sum_K q_i^2/(2C)\), 0.87% more energy. The actual size of the units that switch together is not determined by this model. Interactions between regions, which would make the thresholds depend on the state of the film, are excluded from it and are not estimated here.

Three electrical limits remain. An electrode resistance of 50 Ω in series with the load would take 0.5% of the energy. A rough leakage density of \(10^{-3}\) A/cm2, kept at its starting value throughout, would remove 0.11% of the initial charge during the discharge. If the film is instead charged to 3.5 V and left disconnected, 1% of the charge leaks away in about 0.31 ms. That charge leaves the linear capacitor at the highest voltage, which drops to 3.40 V, so the deliverable energy falls by 2.9%. With this leakage, the film suits prompt release after charging rather than long storage. The starting field is also 78% of a rough breakdown field of 4.5 MV/cm, which leaves limited room for a higher voltage.

Self-heating links these estimates. With a rough heat capacity of 2.7 J/cm3 per kelvin and no heat escaping, the 27.7 J/cm3 released in one cycle would warm the film by about 10 K. With the assumed threshold slope, this net warming would shift the thresholds by 0.03 V and the load energy by about 2%. Thresholds that depend on temperature also imply reversible heat, released in one switching direction and absorbed in the other. It nearly cancels over a full cycle, but it can change the temperature within the cycle by several kelvin and is not included here. Repeated cycling therefore needs a thermal model of the electrodes and substrate.

The uniform loop width is another simplification. With the return voltages fixed, a spread in the forward thresholds leaves the discharge unchanged as long as every \(a_i\) lies above its \(b_i\) and no higher than \(V_0\). It changes the charging work only if it shifts the charge-weighted mean of \(a_i\) over \(K\). If some forward thresholds exceed \(V_0\), those hysterons are absent from \(U\), and both their charge and their plateaus are missing from the discharge.

## Table of computed values

```
thickness: 10 nm
area: 0.0001 cm2
relative permittivity: 35 (none)
switchable polarization: 20 uC/cm2
mean return field: 0.9 MV/cm
return-field spread: 0.3 MV/cm
loop width: 1.4 MV/cm
load resistance: 10 kohm
start voltage: 3.5 V
stop voltage: 0.2 V
linear capacitance C: 309.9 pF
time constant RC: 3.099 us
hysterons: 200 (count)
hysterons returned: 198 (count)
first return: t=2.1620 us, V=1.7421 V, q=10.000 pC, plateau=0.0574 us
100th return: t=13.0712 us, V=0.9019 V, q=10.000 pC, plateau=0.1109 us
total ramp time: 8.87 us
total plateau time: 24.84 us
discharge time: 33.71 us
initial charge: 3.085 nC
released charge: 3.003 nC
charge left at stop: 0.08198 nC
load energy, event sum: 3.689637 nJ
load energy, sampled waveform: 3.689637 nJ
discharge integral, branch: 3.689637 nJ
load energy without return charge: 1.892 nJ
energy from hysterons: 1.798 nJ
delivered energy density: 36.9 J/cm3
slow charging work density: 64.62 J/cm3
film heat density per cycle: 27.72 J/cm3
cycle efficiency: 57.1 %
2000 hysterons: time: 33.71 us
2000 hysterons: energy density: 36.9 J/cm3
indivisible unit: voltage jump: 32.27 mV
indivisible units: energy change: 0.863 %
rough return time at 0.5 V undervoltage: 100 ns
finite return speed: energy change: -2.39 %
four times faster: energy change: -1.2 %
finite return speed: discharge time: 34.88 us
rough threshold slope: 0.003 MV/cm/K
warming in use: 60 K
warming: energy change: 9.82 %
lower permittivity tried: 30 (none)
lower permittivity: energy change: -7.33 %
rough electrode resistance: 50 ohm
electrode share of energy: 0.498 %
rough leakage at start voltage: 0.001 A/cm2
leaked charge bound in discharge: 0.109 %
hold time for 1% charge leakage: 0.308 ms
rough heat capacity: 2.7 J/cm3/K
adiabatic heating per cycle: 10.3 K
rough breakdown field: 4.5 MV/cm
start field / breakdown field: 0.778 (ratio)
```
